**Stationary points of two threefold rotors and the Euler characteristic of a torus**

The energy is $V=(A/2)(1-\cos3a)+(B/2)(1-\cos3b)$, with torsion angles $a,b$ and barriers $A=0.004$ and $B=0.002$ hartree. Newton searches from a dense grid find 36 stationary points, and the program asserts that they are 9 minima, 18 index-one saddles and 9 maxima. It asserts that their alternating sum equals the Euler characteristic of a triangulated torus, which is 0, while an octahedron gives 2. Steepest-descent paths from the saddles are followed numerically; they form 18 distinct links between minima and cut the torus into 9 faces with one maximum in each. The regions below four rising energies have Euler characteristics 9, 0, −9 and 0, in agreement with the stationary points they contain. With an added coupling $C\cos3a\cos3b$ the counts stay 9, 18, 9 at $C=0.0005$ and $0.0015$ hartree and become 18, 36, 18 at $0.003$ hartree, with sum 0 each time. The ground level of each rotor, for a moment of inertia of 20000 electron masses times bohr squared, is compared with Mathieu characteristic values, and the output gives 11.5% and 16.0% of the respective barriers.

## Program and output

```python
# Result under test: for two uncoupled threefold rotors with energy
#   V(a,b) = (A/2)(1 - cos 3a) + (B/2)(1 - cos 3b),   A, B > 0,
# the torus of angles (a,b) carries 9 minima, 18 index-one saddles and
# 9 maxima, and 9 - 18 + 9 equals the Euler characteristic of the torus.
# Symbols: a, b torsion angles (rad); A, B barriers (hartree);
# C strength of an added coupling C cos 3a cos 3b (hartree);
# inertia = moment of inertia of one rotor (electron mass * bohr^2).
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.sparse import coo_matrix
from scipy.sparse.csgraph import connected_components
from scipy.special import mathieu_a, mathieu_b

A, B, inertia = 0.004, 0.002, 20000.0
TURN = 2 * np.pi
mev = 1000 * physical_constants["Hartree energy in eV"][0]

# Derivatives are generated from the energy itself.
sa, sb, sA, sB, sC = sp.symbols("a b A B C", real=True)
energy_expr = (sA / 2 * (1 - sp.cos(3 * sa)) + sB / 2 * (1 - sp.cos(3 * sb))
               + sC * sp.cos(3 * sa) * sp.cos(3 * sb))
args = (sa, sb, sA, sB, sC)
energy = sp.lambdify(args, energy_expr, "numpy")
g_a, g_b = [sp.lambdify(args, sp.diff(energy_expr, s), "numpy")
            for s in (sa, sb)]
h_aa, h_ab, h_bb = [sp.lambdify(args, sp.diff(energy_expr, s, t), "numpy")
                    for s, t in ((sa, sa), (sa, sb), (sb, sb))]


def hessian(a, b, barrier_a, barrier_b, c):
    p = (a, b, barrier_a, barrier_b, c)
    return np.array([[h_aa(*p), h_ab(*p)], [h_ab(*p), h_bb(*p)]], dtype=float)


def keys(points, period):
    """Integer labels of points on a torus with the given period."""
    n = 10**5
    return np.rint(points / period * n).astype(np.int64) % n


def census(c):
    """Newton searches from a dense grid; returns distinct points, indices."""
    line = (np.arange(90) + 0.137) * TURN / 90
    a, b = [m.ravel() for m in np.meshgrid(line, line + 0.011)]
    for _ in range(100):
        p = (a, b, A, B, c)
        ga, gb = g_a(*p), g_b(*p)
        haa, hab, hbb = h_aa(*p), h_ab(*p), h_bb(*p)
        det = haa * hbb - hab**2
        det = np.where(np.abs(det) < 1e-14, 1e-14, det)
        da = -(hbb * ga - hab * gb) / det
        db = -(haa * gb - hab * ga) / det
        scale = np.minimum(1.0, 0.1 / np.maximum(np.hypot(da, db), 1e-30))
        a, b = a + scale * da, b + scale * db
    good = np.hypot(g_a(a, b, A, B, c), g_b(a, b, A, B, c)) < 1e-13
    pts = np.column_stack([a, b])[good]
    _, first = np.unique(keys(pts, TURN), axis=0, return_index=True)
    pts = pts[first]
    index = []
    for q in pts:
        ev = np.linalg.eigvalsh(hessian(q[0], q[1], A, B, c))
        assert np.min(np.abs(ev)) > 1e-5      # nondegenerate
        index.append(int(np.sum(ev < 0)))
    return pts, np.array(index)


def tally(index):
    return [int(np.sum(index == k)) for k in range(3)]


def alternating(n):
    return n[0] - n[1] + n[2]


# Census of the uncoupled surface against the product rule (3 + 3t)^2.
points, index = census(0.0)
counts = tally(index)
t = sp.symbols("t")
product_rule = [int(x) for x in sp.Poly((3 + 3 * t)**2, t).all_coeffs()[::-1]]
assert counts == product_rule == [9, 18, 9]
assert np.allclose(np.sin(3 * points), 0, atol=1e-8)
values = energy(points[:, 0], points[:, 1], A, B, 0.0)
saddle_values = np.sort(values[index == 1])
assert np.allclose(values[index == 0], 0, atol=1e-12)
assert np.allclose(saddle_values, [B] * 9 + [A] * 9, atol=1e-12)
assert np.allclose(values[index == 2], A + B, atol=1e-12)

# Identical hydrogens: turns by one third are the same configuration.
reduced = [len(np.unique(keys(points[index == k], TURN / 3), axis=0))
           for k in range(3)]
assert reduced == [1, 2, 1]

# A vanishing barrier gives stationary lines with a singular Hessian.
for b_any in (0.2, 0.9, 2.3):
    assert abs(g_a(0.0, b_any, A, 0.0, 0.0)) < 1e-15
    assert abs(g_b(0.0, b_any, A, 0.0, 0.0)) < 1e-15
    assert abs(np.linalg.det(hessian(0.0, b_any, A, 0.0, 0.0))) < 1e-15


# Euler characteristic from triangulations, without use of the census.
def torus_triangles(n):
    i, j = [m.ravel() for m in np.meshgrid(np.arange(n), np.arange(n),
                                           indexing="ij")]
    i1, j1 = (i + 1) % n, (j + 1) % n
    p00, p10, p01, p11 = i * n + j, i1 * n + j, i * n + j1, i1 * n + j1
    return np.vstack([np.column_stack([p00, p10, p11]),
                      np.column_stack([p00, p01, p11])])


def simplices(triangles):
    f = np.unique(np.sort(triangles, axis=1), axis=0)
    e = np.unique(np.vstack([f[:, [0, 1]], f[:, [0, 2]], f[:, [1, 2]]]), axis=0)
    return np.unique(f), e, f


def euler_and_betti(triangles):
    v, e, f = simplices(triangles)
    place = {tuple(x): k for k, x in enumerate(e.tolist())}
    d1, d2 = np.zeros((len(v), len(e))), np.zeros((len(e), len(f)))
    for k, (p, q) in enumerate(e.tolist()):
        d1[p, k], d1[q, k] = -1, 1
    for k, (p, q, r) in enumerate(f.tolist()):
        d2[place[(q, r)], k] = 1
        d2[place[(p, r)], k] = -1
        d2[place[(p, q)], k] = 1
    assert np.all(d1 @ d2 == 0)
    r1, r2 = np.linalg.matrix_rank(d1), np.linalg.matrix_rank(d2)
    betti = [int(len(v) - r1), int(len(e) - r1 - r2), int(len(f) - r2)]
    return [len(v), len(e), len(f)], betti


torus_cells, torus_betti = euler_and_betti(torus_triangles(4))
octahedron = np.array([[p, q, r] for p in (0, 1) for q in (2, 3)
                       for r in (4, 5)])
sphere_cells, sphere_betti = euler_and_betti(octahedron)
chi_torus, chi_sphere = alternating(torus_cells), alternating(sphere_cells)
assert torus_betti == [1, 2, 1] and sphere_betti == [1, 0, 1]
assert chi_sphere == 2
assert alternating(counts) == chi_torus == 0

# Regions V <= E on a fine triangulated torus.
n_fine = 120
verts, edges, faces = simplices(torus_triangles(n_fine))
grid_energy = energy(verts // n_fine * TURN / n_fine,
                     verts % n_fine * TURN / n_fine, A, B, 0.0)
levels = [0.001, 0.003, 0.005, 0.007]
chi_levels = []
for level in levels:
    inside = grid_energy <= level
    chi = int(inside.sum() - inside[edges].all(axis=1).sum()
              + inside[faces].all(axis=1).sum())
    from_census = int(np.sum((-1.0)**index[values <= level]))
    assert chi == from_census
    chi_levels.append(chi)
assert chi_levels == [9, 0, -9, 0]

# Steepest-descent paths: follow both sides of every saddle.
minima_keys = [tuple(k) for k in keys(points[index == 0], TURN).tolist()]
n_pix = 60
blocked = np.zeros((n_pix, n_pix), dtype=bool)
links = []
for saddle in points[index == 1]:
    blocked[tuple(np.rint(saddle / TURN * n_pix).astype(int) % n_pix)] = True
    downhill = np.linalg.eigh(hessian(saddle[0], saddle[1], A, B, 0.0))[1][:, 0]
    ends = []
    for side in (1, -1):
        x = saddle + side * 0.01 * downhill
        for _ in range(500):
            blocked[tuple(np.rint(x / TURN * n_pix).astype(int) % n_pix)] = True
            x = x - 10.0 * np.array([g_a(x[0], x[1], A, B, 0.0),
                                     g_b(x[0], x[1], A, B, 0.0)])
        ends.append(minima_keys.index(tuple(keys(x, TURN).tolist())))
    assert ends[0] != ends[1]
    links.append(tuple(sorted(ends)))
assert len(set(links)) == 18
paths_per_minimum = np.bincount(np.array(links).ravel(), minlength=9)
assert np.all(paths_per_minimum == 4)

# Faces: connected pieces of the torus left after removing the paths.
number = np.arange(n_pix**2).reshape(n_pix, n_pix)
rows, cols = [], []
for axis in (0, 1):
    both_free = ~blocked & ~np.roll(blocked, -1, axis=axis)
    rows.append(number[both_free])
    cols.append(np.roll(number, -1, axis=axis)[both_free])
rows, cols = np.concatenate(rows), np.concatenate(cols)
graph = coo_matrix((np.ones(len(rows)), (rows, cols)), shape=(n_pix**2,) * 2)
labels = connected_components(graph, directed=False)[1].reshape(n_pix, n_pix)
n_faces = len(np.unique(labels[~blocked]))
top_pixels = np.rint(points[index == 2] / TURN * n_pix).astype(int) % n_pix
top_labels = [int(labels[i, j]) for i, j in top_pixels]
assert not any(blocked[i, j] for i, j in top_pixels)
assert n_faces == 9 and len(set(top_labels)) == 9

# Coupled rotors: counts may change, the alternating sum may not.
coupled = []
for c, expected, origin_expected in ((0.0005, [9, 18, 9], 0),
                                     (0.0015, [9, 18, 9], 1),
                                     (0.0030, [18, 36, 18], 2)):
    pts_c, index_c = census(c)
    n_c = tally(index_c)
    at_origin = np.all(keys(pts_c, TURN) == 0, axis=1)
    origin_index = int(index_c[at_origin][0])
    assert n_c == expected and origin_index == origin_expected
    assert alternating(n_c) == chi_torus
    if c > A / 2:
        extra = pts_c[np.abs(np.sin(3 * pts_c[:, 0])) > 1e-4]
        assert len(extra) == 36
        assert np.allclose(np.cos(3 * extra[:, 0]), B / (2 * c), atol=1e-8)
        assert np.allclose(np.cos(3 * extra[:, 1]), A / (2 * c), atol=1e-8)
    coupled.append((c, n_c, alternating(n_c), origin_index))
for threshold in (A / 2, B / 2):
    assert abs(np.linalg.det(hessian(0.0, 0.0, A, B, threshold))) < 1e-15

# Quantum motion of one rotor, in plane waves exp(i m a).
rot = 1 / (2 * inertia)


def rotor_levels(barrier, m_max=45):
    m = np.arange(-m_max, m_max + 1)
    h = np.diag(rot * m**2 + barrier / 2)
    h -= barrier / 4 * (np.eye(len(m), k=3) + np.eye(len(m), k=-3))
    return np.linalg.eigvalsh(h)


quantum = []
for barrier in (A, B):
    e = rotor_levels(barrier)
    q = barrier / (9 * rot)
    mathieu_ground = barrier / 2 + 9 * rot / 4 * mathieu_a(0, q)
    assert abs(e[0] / mathieu_ground - 1) < 1e-7
    harmonic = 1.5 * np.sqrt(barrier / (2 * inertia))
    # the harmonic value omits the anharmonic shift, a few per cent here
    assert abs(harmonic / e[0] - 1) < 0.06
    splitting = e[1] - e[0]
    assert 0 < splitting < 1e-3 * e[0] and abs(e[2] - e[1]) < 1e-3 * splitting
    quantum.append((barrier, e[0], harmonic, splitting))
# Three equal wells: splitting is 3/4 of the width of the lowest band.
q = B / (9 * rot)
band = 9 * rot / 4 * (mathieu_b(1, q) - mathieu_a(0, q))
assert abs(quantum[1][3] / (0.75 * band) - 1) < 0.02

print(f"barrier A = {A:.4f} hartree = {A * mev:.1f} meV")
print(f"barrier B = {B:.4f} hartree = {B * mev:.1f} meV")
print(f"moment of inertia = {inertia:.0f} electron mass bohr^2")
print("stationary points found:", len(points))
print("minima, saddles, maxima:", counts)
print("alternating sum:", alternating(counts))
print("with identical hydrogens:", reduced, "sum", alternating(reduced))
print(f"energy of minima = {abs(values[index == 0]).max():.4f} hartree")
print(f"energy of nine lower saddles = {saddle_values[0]:.4f} hartree")
print(f"energy of nine upper saddles = {saddle_values[-1]:.4f} hartree")
top = values[index == 2][0]
print(f"energy of maxima = {top:.4f} hartree = {top * mev:.1f} meV")
print("torus triangulation, vertices edges faces:", torus_cells)
print("torus Betti numbers:", torus_betti, "Euler characteristic", chi_torus)
print("octahedron, vertices edges faces:", sphere_cells)
print("octahedron Betti numbers:", sphere_betti, "Euler", chi_sphere)
for level, chi in zip(levels, chi_levels):
    print(f"region V <= {level:.3f} hartree: Euler characteristic {chi}")
print("distinct reaction paths between minima:", len(set(links)))
print("paths meeting at each minimum:", int(paths_per_minimum[0]))
print("faces cut out by the paths:", n_faces)
print("faces holding one maximum:", len(set(top_labels)))
print(f"coupling thresholds B/2, A/2 = {B/2:.4f}, {A/2:.4f} hartree")
for c, n_c, total, origin_index in coupled:
    print(f"C = {c:.4f} hartree: counts {n_c}, sum {total}, "
          f"index at origin {origin_index}")
print(f"new saddles at C = {c:.4f} hartree: cos 3a = {B/(2*c):.4f}, "
      f"cos 3b = {A/(2*c):.4f}")
for barrier, ground, harmonic, splitting in quantum:
    print(f"rotor with barrier {barrier:.4f} hartree:")
    print(f"  ground level = {ground:.4e} hartree")
    print(f"  harmonic estimate = {harmonic:.4e} hartree")
    print(f"  ground level / barrier = {ground / barrier:.3f}")
    print(f"  tunnelling splitting = {splitting:.2e} hartree")
print("every check passed")
```

Running it gives:

```
barrier A = 0.0040 hartree = 108.8 meV
barrier B = 0.0020 hartree = 54.4 meV
moment of inertia = 20000 electron mass bohr^2
stationary points found: 36
minima, saddles, maxima: [9, 18, 9]
alternating sum: 0
with identical hydrogens: [1, 2, 1] sum 0
energy of minima = 0.0000 hartree
energy of nine lower saddles = 0.0020 hartree
energy of nine upper saddles = 0.0040 hartree
energy of maxima = 0.0060 hartree = 163.3 meV
torus triangulation, vertices edges faces: [16, 48, 32]
torus Betti numbers: [1, 2, 1] Euler characteristic 0
octahedron, vertices edges faces: [6, 12, 8]
octahedron Betti numbers: [1, 0, 1] Euler 2
region V <= 0.001 hartree: Euler characteristic 9
region V <= 0.003 hartree: Euler characteristic 0
region V <= 0.005 hartree: Euler characteristic -9
region V <= 0.007 hartree: Euler characteristic 0
distinct reaction paths between minima: 18
paths meeting at each minimum: 4
faces cut out by the paths: 9
faces holding one maximum: 9
coupling thresholds B/2, A/2 = 0.0010, 0.0020 hartree
C = 0.0005 hartree: counts [9, 18, 9], sum 0, index at origin 0
C = 0.0015 hartree: counts [9, 18, 9], sum 0, index at origin 1
C = 0.0030 hartree: counts [18, 36, 18], sum 0, index at origin 2
new saddles at C = 0.0030 hartree: cos 3a = 0.3333, cos 3b = 0.6667
rotor with barrier 0.0040 hartree:
  ground level = 4.5982e-04 hartree
  harmonic estimate = 4.7434e-04 hartree
  ground level / barrier = 0.115
  tunnelling splitting = 4.18e-10 hartree
rotor with barrier 0.0020 hartree:
  ground level = 3.2064e-04 hartree
  harmonic estimate = 3.3541e-04 hartree
  ground level / barrier = 0.160
  tunnelling splitting = 3.39e-08 hartree
every check passed
```
